London ring currents in 4n + 2 and 4n Hückel rings

**Problem**

A planar ring has N carbon-like sites, N even, with one π orbital and one π electron per site. In the Hückel model the site energy is zero and neighbouring sites are joined by matrix elements −t_j, with t_j > 0. A uniform field B is normal to the ring.

(a) Take benzene as a regular hexagon with all t_j = t = 2.5 eV. Find the π ring current at B = 1 T, with its sense.

(b) Do the same for a planar octagon whose hoppings alternate between t1 = 2.8 eV and t2 = 2.2 eV, in its singlet ground state.

(c) Which sizes of ring respond diamagnetically, and which paramagnetically?

Both polygons have sides of 0.14 nm, roughly a carbon–carbon bond length. The hoppings are round model parameters. The octagon's sides are kept equal, so alternation enters through the hoppings alone.

**Flux and current**

In London's approximation the field leaves the size of each hopping unchanged and gives it a Peierls phase. For electrons of charge −e, and sites numbered counterclockwise as seen from the tip of B,

H_{j+1,j} = −t_j exp(−iφ_j), φ_j = (e/ħ) ∫ A·dl,

with the integral taken from site j to site j+1. By Stokes' theorem the phases add up to

Σ_j φ_j = eΦ/ħ = 2πf, f = Φ/Φ0, Φ0 = h/e,

where Φ is the flux through the polygon. Changing the phase of a site's amplitude moves phase from one bond to the next but keeps this sum. The phase may therefore be shared equally, 2πf/N per bond.

Let ψ_j be the amplitudes of a stationary state of energy ε, and let z_j = ψ*_{j+1} H_{j+1,j} ψ_j. The Schrödinger equation gives the rate at which bond j feeds probability into site j+1:

J = 2 Re[−(i/ħ) z_j] = (2/ħ) Im z_j.

In a stationary state J is the same on every bond. Since dH_{j+1,j}/dΦ = −i(e/Nħ) H_{j+1,j}, the Hellmann–Feynman theorem gives

dε/dΦ = Σ_j 2 Re[−i(e/Nħ) z_j] = (e/N) Σ_j (2/ħ) Im z_j = eJ.

The charge current is −eJ. Summed over the electrons,

I = −dE/dΦ = −(1/Φ0) dE/df.

Reversing f turns H into its complex conjugate, which has the same eigenvalues, so E(f) is even. If E is also smooth at f = 0, then for small f

I = −E''(0) f/Φ0.

Positive I runs counterclockwise, and its moment IA, with A the ring area, points along B. Hence E''(0) > 0 means diamagnetic and E''(0) < 0 means paramagnetic.

**A tempting solution**

In a uniform ring the states ψ_j ∝ exp(2πikj/N) have energies

ε_k = −2t cos[2π(k+f)/N].

Differentiating twice gives ε_k'' = −(2π/N)² ε_k. Summing over the occupied levels,

E''(0) = −(2π/N)² E(0).

For the hexagon, E(0) = 2(−5.0) + 4(−2.5) = −20 eV, so E''(0) = (π/3)² × 20 = 21.9 eV.

For the octagon, use the mean hopping of 2.5 eV. Reversing the deviations of ±0.3 eV merely relabels the bonds, so the energy is even in the deviation. The correction should then be of relative order (0.3/2.5)² ≈ 1%, and is dropped. Two electrons occupy the level at −5.0 eV, four the pair at −3.54 eV, and the last two the nonbonding levels at zero, which add nothing. Thus E(0) = −24.1 eV and

E''(0) = (π/4)² × 24.1 = 14.9 eV.

Since E(0) is negative for every ring, every ring would be diamagnetic.

**Where it fails**

The hexagon result is right; the octagon result is not. The fault lies in the last two electrons. For N = 4n the nonbonding levels are k = ±n, and in a flux

ε_{±n} = −2t cos(±π/2 + 2πf/N) = ±2t sin(2πf/N).

Their curvature at f = 0 does vanish, but their slopes do not. One level rises and the other falls. In the singlet both electrons take the lower one, contributing

−4t sin(2π|f|/N).

This is a cusp, with slope −8πt/N at f = 0⁺, or −7.85 eV for N = 8. The uniform singlet has no second derivative at f = 0. The value 14.9 eV belongs to the triplet, which has one electron in each nonbonding level, so that the slopes cancel.

The cusp also spoils the argument for dropping the alternation. A function of the deviation can be even without being quadratic: the absolute value is even too. Alternation mixes the two degenerate levels and, as shown below, splits them to ±(t1 − t2). The occupied one changes the energy by −2|t1 − t2|, which is first order. The split also rounds off the cusp. Since the energy falls on both sides of f = 0, the cusp is a peak, and a rounded peak has negative curvature.

**Right solution: the hexagon**

For N = 4n+2 the occupied levels are k = −n, …, n, two electrons in each. For |f| ≤ 1/2 they remain the lowest, because |k+f| ≤ n + 1/2 for all of them. In the sum over k, the terms in sin(2πk/N) cancel in pairs, leaving

E(f) = −4t cos(2πf/N) Σ_k cos(2πk/N).

To find the sum, use

2 sin(π/N) cos(2πk/N) = sin[(2k+1)π/N] − sin[(2k−1)π/N].

Adding from −n to n leaves the two end terms, 2 sin[(2n+1)π/N] = 2 sin(π/2) = 2. The sum over cosines is therefore 1/sin(π/N), and

E(f) = −4t cos(2πf/N)/sin(π/N),

E''(0) = 4t(2π/N)²/sin(π/N) > 0.

For benzene this is 8t(π/3)² = 21.93 eV. The area is (3√3/2)(0.14 nm)² = 0.0509 nm², so f = BA/Φ0 = 1.231×10⁻⁵ at 1 T. With 1 eV = 1.602×10⁻¹⁹ J,

I = −(21.93 × 1.602×10⁻¹⁹ J)(1.231×10⁻⁵)/(4.136×10⁻¹⁵ Wb) = −10.5 nA.

The current is clockwise and its moment opposes the field. The magnetizability for a field normal to the ring is

ξ = IA/B = −E''(0)(A/Φ0)² = −5.33×10⁻²⁸ J/T²,

or μ0 N_A ξ = −4.03×10⁻¹⁰ m³/mol, with N_A the Avogadro constant.

**Right solution: the octagon**

Let t1 ≥ t2, and group the sites into M = N/2 cells. Hopping t1 acts inside a cell and t2 between cells. Put the phase 2πf/M of each cell on its t2 bond. With amplitudes α and β on the two sites of a cell, multiplied by exp(2πikm/M) in cell m,

εα = −(t1 + t2 e^{−iq})β, εβ = −(t1 + t2 e^{iq})α, q = 2π(k+f)/M.

Multiplying the two equations gives ε = ±g(q), where

g² = a + b cos q, a = t1² + t2², b = 2t1t2.

The M lower levels hold all N electrons, so E = −2 Σ_k g. From 2gg' = −b sin q,

g' = −b sin q/(2g),

g'' = −b cos q/(2g) + b sin q g'/(2g²) = −b cos q/(2g) − b² sin²q/(4g³).

Each derivative with respect to f brings a factor 2π/M, hence

E''(0) = (2π/M)² Σ_k [b cos q/g + b² sin²q/(2g³)].

For the octagon M = 4, a = 12.68 eV², b = 12.32 eV² and (2π/M)² = 2.467. The occupied levels contribute:

- q = 0, g = 5.0 eV: 2.467 × 12.32/5.0 = 6.08 eV.
- q = π/2 and 3π/2, g = 3.561 eV: 2.467 × 12.32²/(2 × 3.561³) = 4.15 eV each.
- q = π, g = 0.6 eV: −2.467 × 12.32/0.6 = −50.66 eV.

The total is E''(0) = −36.3 eV. The three lower levels are diamagnetic, and the highest occupied one outweighs them. Near f = 0 its energy is

−g = −√[(t1 − t2)² + 4t1t2 sin²(πf/4)],

which follows from q = π + πf/2 and 1 − cos(πf/2) = 2 sin²(πf/4). This is the rounded cusp. At f = 0 it gives the splitting ±(t1 − t2) used above.

The area is 2(1+√2)(0.14 nm)² = 0.0946 nm², so f = 2.288×10⁻⁵ and

I = +(36.29 × 1.602×10⁻¹⁹ J)(2.288×10⁻⁵)/(4.136×10⁻¹⁵ Wb) = +32.2 nA.

The current is counterclockwise and its moment lies along the field. The magnetizability is +3.04×10⁻²⁷ J/T², or +2.30×10⁻⁹ m³/mol.

The linear law needs the second term under the root to be small beside the first. They become comparable at f ≈ 2(t1 − t2)/(π√(t1t2)) ≈ 0.15, thousands of times the flux fraction at 1 T.

**Right solution: every even ring**

In the level sum, positive and negative terms compete. A different form of the energy settles the sign for all M. Start from

√x − √y = (1/2π) ∫ dω ln[(ω²+x)/(ω²+y)],

with ω running over the whole real line. Both sides vanish at x = y. Their derivatives with respect to x agree, because ∫ dω/(ω²+x) = π/√x. Apply this to each g, with x = g² at flux f and y = g² at a fixed reference flux. The energy becomes

E(f) = constant − (1/π) ∫ dω ln[P(f)/P(reference)], P = Π_k (ω² + g_k²).

Define u ≥ 0 by cosh u = (ω² + a)/b. Then

ω² + g² = (b/2)(2 cosh u + 2 cos q) = (b/2) e^{−u} |e^u + e^{iq}|².

The M numbers w_k = e^{iq_k} are the roots of w^M = e^{2πif}, so Π_k (z − w_k) = z^M − e^{2πif}. Setting z = −e^u and multiplying by (−1)^M gives

Π_k (e^u + w_k) = e^{Mu} − (−1)^M e^{2πif}.

Taking the squared modulus and multiplying by e^{−Mu},

P = (b/2)^M [2 cosh(Mu) − 2(−1)^M cos 2πf].

The derivative of the logarithm then yields

dE/df = −2(−1)^M sin 2πf ∫ dω/[cosh(Mu) − (−1)^M cos 2πf].

At f = 0 the sine vanishes, so when the integral is finite only the derivative of the sine survives:

E''(0) = −4π(−1)^M ∫ dω/[cosh(Mu) − (−1)^M].

The integrand is positive, so (−1)^M alone fixes the sign. Rings with N = 4n+2 have odd M and are diamagnetic, with or without alternation. Rings with N = 4n have even M and are paramagnetic if t1 ≠ t2. Direct diagonalization gave these signs for every even N from 4 to 16, at three strengths of alternation.

**Limits and conditions**

*Vanishing alternation.* If t1 = t2, then near ω = 0 one has u² ≈ 2ω²/b. For even M the denominator becomes M²ω²/b, and the integral diverges: this is the cusp again. Close to this limit the level at q = π dominates, with its contribution −(2π/M)² b/(t1 − t2). For N = 8 with hoppings of 2.51 and 2.49 eV it gives −1542 eV out of a total of −1527 eV. The linear response is then very large, but holds over a correspondingly narrow range of flux. The cusp and this divergence belong to the one-electron model, and electron repulsion can remove them. With an on-site (Hubbard) repulsion of 6 eV added, the uniform four-ring with t = 2.5 eV has a finite curvature of about −100 eV. The same repulsion takes the four-ring with hoppings 2.8 and 2.2 eV from −178 to −73 eV, and the uniform six-ring from 21.9 to 17.7 eV. In these cases the signs stay the same while the sizes change.

*Strong alternation.* For t2 ≪ t1, e^{−u} ≈ t1t2/(ω² + t1²), and the integrand tends to 2e^{−Mu}. Hence |E''(0)| is proportional to t1(t2/t1)^M. A ring current needs every one of the M weak bonds, and it vanishes when the ring separates into isolated double bonds.

*Fixed mean hopping.* Stronger alternation raises a and lowers b, so u grows at every ω and |E''(0)| falls. For N = 6, changing the hoppings from 2.5 eV throughout to 2.8 and 2.2 eV lowers the curvature from 21.9 to 19.6 eV, and the ring stays diamagnetic.

*The four-ring.* With M = 2 the allowed values are q = 0 and π, and the level sum gives

E''(0) = π² b [1/(t1+t2) − 1/(t1−t2)] = −4π² t1t2²/(t1² − t2²).

For 2.8 and 2.2 eV this is −178 eV.

These results hold for neutral, singlet rings at zero temperature, with fixed geometry. They describe the π ring current alone. The σ electrons, the local response of the atoms, orbital overlap and explicit electron repulsion are left out, so the magnetizabilities above are not those of whole molecules. The sizes of the currents also depend on the chosen hoppings. The numerical output lists the values used here and the curvatures of larger rings.

Calculated quantities

```
side of polygons = 0.14 nm; field B = 1.0 T
flux quantum h/e = 4.13567e-15 Wb
hoppings: uniform t = 2.5 eV; alternated t1 = 2.8 eV, t2 = 2.2 eV
benzene: area = 0.05092 nm^2
benzene: flux fraction f at B = 1.2313e-05
benzene: energy at f = 0: -20.0000 eV
  k = -1: level -2.5000 eV, part of E'' 5.4831 eV
  k =  0: level -5.0000 eV, part of E'' 10.9662 eV
  k =  1: level -2.5000 eV, part of E'' 5.4831 eV
benzene: curvature E''(0) = 21.9325 eV
benzene: ring current at B = -10.462 nA
benzene: bond current from orbitals = -10.462 nA
benzene: orbital moment at B = -5.7445e-05 Bohr magnetons
benzene: magnetizability = -5.3275e-28 J/T^2
benzene: molar value = -4.0317e-10 m^3/mol
octagon: area = 0.09464 nm^2
octagon: flux fraction f at B = 2.2883e-05
octagon: energy at f = 0: -25.4436 eV
  k =  0: level -5.0000 eV, part of E'' 6.0797 eV
  k =  1: level -3.5609 eV, part of E'' 4.1472 eV
  k =  2: level -0.6000 eV, part of E'' -50.6640 eV
  k =  3: level -3.5609 eV, part of E'' 4.1472 eV
octagon: curvature E''(0) = -36.2899 eV
octagon: ring current at B = 32.171 nA
octagon: bond current from orbitals = 32.171 nA
octagon: orbital moment at B = 3.2829e-04 Bohr magnetons
octagon: magnetizability = 3.0446e-27 J/T^2
octagon: molar value = 2.3040e-09 m^3/mol
E''(0) in eV by ring size:
  N =  6: uniform 21.932, alternated 19.638
  N = 10: uniform 12.775, alternated 9.511
  N = 14: uniform 9.052, alternated 5.212
  N =  4: alternated -178.337
  N =  8: alternated -36.290
  N = 12: alternated -12.969
  N = 16: alternated -5.749
uniform N = 8 singlet: slope dE/df at f = 0+ = -7.8540 eV
uniform N = 8 triplet: E''(0) = 14.8921 eV
weak alternation N = 8, t1 = 2.51 eV, t2 = 2.49 eV:
  E''(0) = -1527.2 eV, top level alone -1542.1 eV
```
